# Localization and transmission in the Aubry-André chain from duality

## Problem

A particle moves on an infinite chain with hopping $t>0$ and a quasiperiodic potential of amplitude $V>0$:

$$t(u_{n+1}+u_{n-1})+V\cos(2\pi\beta n+\varphi)\,u_n=E\,u_n ,\qquad \beta\ \text{irrational}. \tag{1}$$

(a) Fourier transform (1) and show that the result is an equation of the same form. How are its parameters related to $t$ and $V$?

(b) Use this duality to find a lower bound on the Lyapunov exponent $\gamma(E)$, and its value at the energy of a normalizable eigenstate. What follows for $V>2t$ and for $V<2t$?

(c) Under which conditions are all eigenstates localized for $V>2t$?

(d) A segment of $N$ sites is joined to two leads with hopping $t$ and zero site energy. How does its transmission $T$ scale with $N$? Compare with numbers for $V=3t$ and $\beta=(\sqrt5-1)/2$.

Energies are measured in units of $t$ and lengths in sites, the natural units of a lattice model.

## Solution

### Lyapunov exponent

Equation (1) gives $(u_{N+1},u_N)^T=M_N(u_1,u_0)^T$, where $M_N=A_N\cdots A_1$ and

$$A_n=\begin{pmatrix}(E-v_n)/t&-1\\1&0\end{pmatrix},\qquad v_n=V\cos(2\pi\beta n+\varphi).$$

The exponent is the growth rate per site,

$$\gamma(E)=\lim_{N\to\infty}\frac1N\int_0^{2\pi}\frac{d\varphi}{2\pi}\,\ln\|M_N\| .$$

The limit exists because $\|M_{N+L}\|$ is at most a product of norms for $N$ and $L$ sites. For irrational $\beta$ and fixed $E$, almost every single phase gives the same limit, by the subadditive ergodic theorem. Since $\det M_N=1$, we have $\|M_N\|\ge1$ and hence $\gamma\ge0$.

### (a) The dual equation

Let $u$ be square summable and define $f(x)=\sum_n u_ne^{inx}$. Multiply (1) by $e^{inx}$ and sum over $n$. Shifting the summation index gives $\sum_n u_{n\pm1}e^{inx}=e^{\mp ix}f(x)$, so the hopping term becomes $2t\cos x\,f(x)$. In the potential term, each factor $e^{\pm2\pi i\beta n}$ shifts the argument of $f$:

$$\frac V2\left[e^{i\varphi}f(x+2\pi\beta)+e^{-i\varphi}f(x-2\pi\beta)\right]+2t\cos x\,f(x)=Ef(x).$$

Set $x=\theta+2\pi\beta m$, multiply by $e^{im\varphi}$, and define $\psi_m=e^{im\varphi}f(\theta+2\pi\beta m)$. Then

$$\frac V2(\psi_{m+1}+\psi_{m-1})+2t\cos(2\pi\beta m+\theta)\,\psi_m=E\psi_m . \tag{2}$$

This is (1) with $(t,V)\to(V/2,\,2t)$ at the same energy. The ratio $V/2t$ is inverted.

### (b) The exponent

**Equal densities of states.** Let $(Uu)_n=u_{n+1}$ and $(Wu)_n=e^{i(2\pi\beta n+\varphi)}u_n$. Then

$$H=t(U+U^\dagger)+\frac V2(W+W^\dagger),\qquad UW=e^{2\pi i\beta}WU .$$

The density of states $dN$, normalized to one state per site, has the moments $\int E^p\,dN=\tau(H^p)$, where $\tau(X)=\int\frac{d\varphi}{2\pi}X_{00}$. The commutation rule reduces every product in $H^p$ to a phase factor times $W^bU^a$. Its trace $\tau$ vanishes unless $a=b=0$, because $U^a$ has no diagonal element for $a\neq0$ and $e^{ib\varphi}$ averages to zero for $b\ne0$.

Now replace $U\to W$ and $W\to U^\dagger$. Multiplying $UW=e^{2\pi i\beta}WU$ by $U^\dagger$ from both sides gives $WU^\dagger=e^{2\pi i\beta}U^\dagger W$, so the rule, and with it each phase factor, is preserved. The replacement turns $H$ into the Hamiltonian with hopping $V/2$ and potential $2t$. All moments of the two chains therefore agree. Moments determine a measure of bounded support, so both chains have the same $dN$.

**Thouless formula.** Let $D_{i..j}$ be the determinant of $E-H$ restricted to sites $i$ to $j$. Expansion along the last row gives $D_{1..N}=(E-v_N)D_{1..N-1}-t^2D_{1..N-2}$. Thus $D_{1..N}/t^N$ obeys (1) as $u_{N+1}$ with $u_1=1$, $u_0=0$. Starting instead from $u_1=0$, $u_0=1$ gives the second column:

$$M_N=\begin{pmatrix}D_{1..N}/t^N&-D_{2..N}/t^{N-1}\\D_{1..N-1}/t^{N-1}&-D_{2..N-1}/t^{N-2}\end{pmatrix}.$$

Take $\mathrm{Im}\,E\neq0$ first. The ratios $D_{2..N}/D_{1..N}$ and $D_{1..N-1}/D_{1..N}$ are diagonal elements of the resolvent, bounded by $1/|\mathrm{Im}\,E|$. Likewise $D_{2..N-1}/D_{1..N}$ is a product of two such elements. Hence $\ln\|M_N\|=\ln|D_{1..N}|-N\ln t+O(1)$. Since $\ln|D_{1..N}|=\sum_j\ln|E-E_j|$ over the levels of the open segment, whose phase-averaged distribution tends to $dN$ (the ends alter a bounded number of terms in each moment),

$$\gamma(E)=\int\ln|E-E'|\,dN(E')-\ln t . \tag{3}$$

For real $E$, both sides are subharmonic functions of complex $E$. The left side is so because the phase averages of $\ln\|M_N\|/N$ are subharmonic and decrease along $N=2^k$. A subharmonic function is the limit of its averages over shrinking discs, and the real axis has no area. Equality off the axis thus extends to the axis.

**Subtraction.** Write (3) for both chains. The integral is the same, so $\gamma(E;t,V)+\ln t=\gamma(E;\tfrac V2,2t)+\ln\tfrac V2$, or

$$\gamma(E;t,V)=\gamma(E;\tfrac V2,2t)+\ln\frac{V}{2t}\ \ge\ \ln\frac V{2t}. \tag{4}$$

For $V>2t$ the exponent is positive at every energy. By Oseledets' theorem, at a given $E$ and for almost every $\varphi$, each nonzero solution grows or decays exponentially in each direction, which excludes an extended wave.

**Value at an eigenenergy.** Suppose that (1) has a square-summable eigenvector at $E$ for some $\varphi$. Then $f$ is square integrable, and (2) holds for almost every $\theta$. Two properties of $\psi$ follow.

- The sum over $m\ge1$ of $\int d\theta\,|f(\theta+2\pi\beta m)|^2/m^2$ is finite. For almost every $\theta$, therefore, $|\psi_m|/m\to0$, and $\psi$ does not grow exponentially.
- Since $f\neq0$, the set where $|f|>\epsilon$ has positive measure for some $\epsilon>0$. Rotation by the irrational angle $2\pi\beta$ is ergodic, so almost every orbit visits this set infinitely often, and $\psi$ does not decay to zero.

A positive dual exponent would force exponential growth or decay for almost every $\theta$. The dual exponent is therefore zero, and (4) gives

$$\gamma(E)=\ln\frac V{2t}\qquad\text{at the energy of every normalizable eigenstate.} \tag{5}$$

For $V<2t$ this would be negative, which is impossible, so there are no normalizable eigenstates. For $V>2t$ the localization length is $\xi=1/\ln(V/2t)$, which diverges like $2t/(V-2t)$ as $V\to2t$ from above.

### (c) When all eigenstates are localized

Duality has not shown that normalizable eigenstates exist and form a complete set. The exceptional phases in Oseledets' theorem depend on $E$, so a positive exponent at each energy does not settle the matter for one fixed phase.

The missing input is Jitomirskaya's theorem, used here without proof. For $V>2t$, Diophantine $\beta$ (irrationals not too well approximated by fractions, such as the golden mean) and almost every $\varphi$, the eigenvectors are complete and decay at the rate $\gamma(E)$. With (5), all of them have the rate $\ln(V/2t)$. For some other irrational $\beta$, and for exceptional phases, completeness fails although (4) still holds.

The eigenvalues are then dense in the spectrum. A second theorem, also used here without proof, states that for an analytic quasiperiodic potential with irrational $\beta$ the exponent $\gamma$ is continuous in $E$. With it, $\gamma=\ln(V/2t)$ holds throughout the spectrum. In gaps it can be larger.

For rational $\beta$ the potential is periodic and the states are Bloch waves at any $V$. The derivation of (4) did not use irrationality, so the phase-averaged $\gamma$ still obeys it, but single phases no longer share that average: at a fixed phase the growth rate vanishes inside the bands of that phase. The program confirms a vanishing fixed-phase growth rate for a band state with $\beta=3/5$, $V=3t$ and $\varphi=0.3$.

### (d) Transmission

In the leads $E=2t\cos k$. Expand $(u_{n+1},u_n)$ in plane waves $e^{\pm ikn}$, using the matrix $Q$ with columns $(e^{ik},1)^T$ and $(e^{-ik},1)^T$. The segment then acts as $M'=Q^{-1}M_NQ$. Since $M_N$ is real and complex conjugation exchanges the columns of $Q$,

$$M'=\begin{pmatrix}a&b\\b^*&a^*\end{pmatrix},\qquad |a|^2-|b|^2=\det M_N=1 .$$

Choose the sign of $k$ so that $e^{ikn}$ moves to the right. An incoming wave of amplitude 1, a reflected amplitude $r$ and a transmitted amplitude $s$ satisfy $a+br=s$ and $b^*+a^*r=0$. Hence $r=-b^*/a^*$ and $s=(|a|^2-|b|^2)/a^*=1/a^*$, so $T=|s|^2=1/|a|^2$. Evaluating the first element of $Q^{-1}M_NQ$ gives

$$T=\frac{4\sin^2k}{|M_{11}e^{ik}-M_{22}e^{-ik}+M_{12}-M_{21}|^2}. \tag{6}$$

The sum of squared moduli of the elements of $M'$ is $\|M'\|_F^2=2(|a|^2+|b|^2)=4/T-2$. Therefore $T=4/(\|M'\|_F^2+2)$. At fixed $k$ with $\sin k\neq0$, $Q$ changes norms by bounded factors, so $\ln T=-2\ln\|M_N\|+O(1)$ and

$$\frac{\langle\ln T\rangle_\varphi}{N}\to-2\gamma(E)=-2\ln\frac V{2t}\quad\text{for } E \text{ in the spectrum},\ V>2t,$$

under the conditions on $\beta$ in (c). The energy must also lie in the lead band $|E|<2t$. For $V=3t$ the spectrum reaches $\pm3.39\,t$, and only about 24% of the states lie inside that band.

The energy $E=0$ is a suitable choice. The map $u_n\to(-1)^nu_n$ with $\varphi\to\varphi+\pi$ reverses the sign of $H$, so half of the states lie below zero. By the gap-labelling theorem, the fraction of states below a gap is $j+l\beta$ with integers $j,l$. This cannot equal $\tfrac12$ for irrational $\beta$, so zero is not in a gap.

**Numbers for $V=3t$.** The prediction is $\gamma=\ln1.5=0.4055$ per site, or $\xi=1/0.4055=2.47$ sites. At $E=0$, products of 20000 matrices give 0.40565 for the chain and 0.00005 for its dual, as (4) requires.

Among the eigenstates of an open chain of 1500 sites, 700 are centred at least 400 sites from both ends. Their decay rates towards the ends run from 0.400 to 0.423, with median 0.4115. The median is 0.006 above the prediction. These rates are measured over finite distances $d$, so an offset $c$ in $\ln|u_n|$ raises them by $c/d$. At the typical distance of 750 sites the excess corresponds to $c\approx0.006\times750=4.5$. For this chain ($\varphi=0.7$) the median offset for $d$ near 450, 750 and 1050 lies between 4 and 5 towards the left end, and is about 5, 4 and 4 towards the right end. It varies with the end, the distance and the phase, but it does not rise from $0.006\times450=2.7$ to $0.006\times1050=6.3$ as a change of rate would make it.

For transmission at $E=0$, the average of $\ln T$ over 400 phases is $-324.884$ at 400 sites and $-649.266$ at 800 sites. A different grid of phases moves these averages by up to 0.03, so the slopes below are uncertain by about one unit in the fourth decimal; 4001 phases give $-0.8109$ for $V=3t$. The slope between the two values is

$$\frac{-649.266+324.884}{400}=-0.8110\ \text{per site},\qquad -2\ln1.5=-0.8109 .$$

Fits over 100 to 800 sites test the dependence on $V$:

| $V/t$ | fitted slope | $-2\ln(V/2t)$ |
|---|---|---|
| 2.5 | −0.4463 | −0.4463 |
| 3 | −0.8110 | −0.8109 |
| 4 | −1.3863 | −1.3863 |

For $V=t$ the average of $\ln T$ is $-0.29$, $-0.32$ and $-0.72$ at 100, 400 and 800 sites. This is an oscillation and not a decay: the average is $-0.69$ at 200 sites and $-0.004$ at 500, and sampled every 500 sites up to 20000 it stays between $-0.75$ and 0. For $V<2t$ the dual chain has the same spectrum and the inverted ratio $2t/V>1$, so by (c) its exponent there is $\ln(2t/V)$, and (4) gives $\gamma=\ln(2t/V)+\ln(V/2t)=0$. The fitted slope is only $-0.00015$ per site, consistent with this zero.

Exponential decay of $T$ alone does not identify localized states, since a gap also produces it. At $E=-1.318\,t$, the centre of one of the two widest gaps (the other is its mirror image at $+1.318\,t$), the exponents of the chain and its dual are 0.7636 and 0.3581. Their difference is 0.4055, again as in (4), while $\ln T$ falls by 1.527 per site, twice the larger exponent. The rate $2\ln(V/2t)$ therefore has to be measured at an energy in the spectrum.

## Calculated quantities

```
beta (golden mean) = 0.618034
hopping t = 1.0, potential V = 3.0 (units of t)
dual hopping = 1.5, dual potential = 2.0 (units of t)
predicted exponent ln(V/2t) = 0.405465 per site
predicted localization length = 2.4663 sites
moment 2: chain 6.500000, dual 6.500000 (t^2)
moment 4: chain 59.102360, dual 59.102360 (t^4)
moment 6: chain 569.259393, dual 569.259393 (t^6)
open chain: 1500 sites, 700 states centred >= 400 from ends
dual wave from state at E = -0.044992 t:
  largest residual of dual equation = 1.0e-09 t
  mean square over 1000 dual sites = 1.0002
exponents per site on the spectrum (20000 sites):
  E =  -3.38619 t: chain 0.40556, dual 0.00028
  E =  -2.57080 t: chain 0.40537, dual 0.00002
  E =   0.00254 t: chain 0.40540, dual 0.00005
  E =   2.57541 t: chain 0.40558, dual 0.00009
  E =   3.38622 t: chain 0.40544, dual 0.00019
  E =   0.00000 t: chain 0.40565, dual 0.00005
largest gap: centre -1.31787 t, width 1.86900 t
  chain exponent 0.76357, dual exponent 0.35810 per site
  difference = 0.40546 per site
Thouless formula (levels of open chain against growth), per site:
  E = 0.0000+0.0000i t: levels 0.4064, growth 0.4056
  E = -1.3179+0.0000i t: levels 0.7634, growth 0.7636
  E = 0.3000+0.2000i t: levels 0.5594, growth 0.5597
eigenstate decay rates: median 0.4115, min 0.4002, max 0.4230 per site
transmission, transfer matrix against Green function: rel. diff 5.1e-15
mean ln T at E = 0, 400 phases, slope fitted over 100-800 sites:
  V = 1.0 t: slope -0.00015, predicted -0.00000 per site
    mean ln T: -0.289 (100), -0.324 (400), -0.722 (800 sites)
  V = 2.5 t: slope -0.44631, predicted -0.44629 per site
  V = 3.0 t: slope -0.81095, predicted -0.81093 per site
    mean ln T: -81.592 (100), -324.884 (400), -649.266 (800 sites)
  V = 4.0 t: slope -1.38632, predicted -1.38629 per site
gap energy, V = 3.0 t: slope -1.52712, predicted -1.52714 per site
rational beta = 0.6, band energy 0.01798 t: exponent 0.00000 per site
```
